The Buckingham barrier for oxygen pairs in silica and its damping

**Question.** A Buckingham potential describes the short-range interaction of two ions by an exponential repulsion and an inverse-sixth attraction. At small separation the attraction wins and pulls the ions together without limit. For the oxygen-oxygen parameters of a silica model, at what separation does this begin, how high is the barrier that guards it, and how do both scale with the parameters? Does Tang-Toennies damping remove the barrier, or merely the divergence behind it?

**Answer.**

**The model and its limits**

Consider an isolated pair of like ions, each of charge q in units of e, at separation r:

U(r) = A e^(−br) − C/r⁶ + Q/r,  Q = q²e²/(4πε₀).

All of A, b, C and Q are positive. Energies are in eV, lengths in Å, and U is zero at infinite separation. The ions are rigid point charges.

As r → 0, the exponential term tends to the finite value A, while C/r⁶ grows faster than Q/r. Hence U → −∞. As r → ∞, Q/r decays most slowly, so U is positive there and tends to zero from above. A continuous function with these two limits has a maximum at positive energy. Its position is the barrier sought.

The numbers below use the oxygen-oxygen parameters of the BKS rigid-ion model of silica: A = 1388.773 eV, b = 2.76 Å⁻¹, C = 175 eV Å⁶ and q = −1.2. They are model inputs, not measured properties of an oxygen ion. With e²/(4πε₀) = 14.3996 eV Å,

Q = 1.44 × 14.3996 = 20.7355 eV Å.

**The short-range part alone**

Without the Coulomb term the problem can be solved in closed form, which gives both a first estimate and the scaling. Setting the derivative to zero,

−A b e^(−br) + 6C/r⁷ = 0.

Multiply by r⁷, divide by A b, and write x = br. Since r⁷ = x⁷/b⁷,

x⁷ e^(−x) = L,  L = 6Cb⁶/A.

The left side has derivative x⁶(7 − x)e^(−x). It rises from zero to a maximum at x = 7 and then falls. There are therefore two stationary points if L < 7⁷e^(−7) = 750.97, and none if L is larger. In the latter case the short-range force is attractive at every distance. For the oxygen pair,

L = 6 × 175 × 2.76⁶/1388.773 = 334.20,

so both points exist. The inner one is the barrier and the outer one a shallow well.

To solve for x, take the seventh root, x e^(−x/7) = L^(1/7), and multiply by −1/7:

(−x/7) e^(−x/7) = −L^(1/7)/7.

The Lambert function W is defined by W e^W = z, so x = −7 W(−L^(1/7)/7). The branch W₀ gives x < 7, the barrier; W₋₁ gives x > 7, the well. Numerically x₀ = 4.150, hence

r₀ = 4.150/2.76 = 1.504 Å.

At a stationary point C/r⁶ = (x/6)A e^(−x), from the force balance. The energy there is therefore

V = A e^(−x)(1 − x/6) = (C/r⁶)(6/x − 1).

This gives 6.75 eV at the barrier. The well lies at 3.96 Å and is only 0.02 eV deep.

The scaling is now visible. The length unit is 1/b, the energy unit is A, and the remaining dependence is through L alone. Taking the logarithm of the stationary condition, 7 ln x − x = ln L, and differentiating gives

d ln x₀/d ln L = 1/(7 − x₀).

For small L this tends to 1/7, so x₀ ≈ L^(1/7): the barrier moves inward very slowly as C is reduced. For the oxygen pair the exponent is 1/2.85 = 0.35. Near the limiting L the exponent diverges, because barrier and well merge. Expanding 7 ln x − x about x = 7 to second order gives 7 − x₀ ≈ √[14 ln(750.97/L)], which vanishes as a square root.

**Adding the Coulomb repulsion**

Like charges push the ions apart, so the attraction takes over at a smaller separation. The derivative of the full energy can be written

U′(r) = [6C − g(r)]/r⁷,  g(r) = A b r⁷e^(−br) + Q r⁵.

The barrier satisfies g(r) = 6C. Since g starts at zero and grows without bound, there is at least one solution. There is just one if g increases throughout. Its derivative is

g′(r) = A b r⁶e^(−br)(7 − br) + 5Q r⁴.

Dividing by r⁴ and using r = x/b, the condition g′ > 0 becomes

5Q > (A/b) x²(x − 7)e^(−x) for all x.

The derivative of the right-hand function of x is −x(x² − 10x + 14)e^(−x). Its zeros at positive x are 5 ± √11. The smaller one lies below 7, where the function is negative, so the maximum is at x = 5 + √11 = 8.317, with value 0.02226. The condition is then

Q > (1388.773/2.76) × 0.02226/5 = 2.24 eV Å.

The actual Q is about nine times larger. The shallow outer well is gone, and U has a single stationary point: it rises up to the barrier and falls beyond it.

**A hand estimate of position and height**

The short-range solution r₀ is a good starting point for one Newton step on g(r) = 6C. At r₀ the exponential part of g equals 6C, so the excess g(r₀) − 6C is just Qr₀⁵. The same equality simplifies the first term of g′, and

r₁ = r₀ − Qr₀⁵/[6C(7 − x₀)/r₀ + 5Qr₀⁴].

The numerator is 159.4 eV Å⁶, and the denominator is 1990 + 530 = 2520 eV Å⁵. Hence

r₁ = 1.504 − 0.063 = 1.440 Å

from the unrounded r₀. The numerical root is r* = 1.439 Å.

The height is bracketed from below with no further work. Because U* is the largest value of U,

U* ≥ U(r₀) = 6.75 + 20.7355/1.5036 = 20.54 eV.

Evaluating U at r₁ is better still: it gives 20.87 eV, the same as the numerical height to the digits quoted. The reason is that U′ vanishes at r*, so an error in position enters the energy at second order:

U(r₁) ≈ U* + ½U″(r*)(r₁ − r*)².

From U′ = (6C − g)/r⁷ and g(r*) = 6C, U″(r*) = −g′(r*)/r*⁷ ≈ −187 eV/Å². A position error of 0.0017 Å then costs about 0.0003 eV.

The force balance also gives a compact expression for the height. It states A e^(−x) = (6C/r⁷ − Q/r²)/b. Replacing 1/b by r/x and inserting the result in U,

U* = (C/r*⁶)(6/x* − 1) + (Q/r*)(1 − 1/x*),  x* = br* = 3.971.

With C/r*⁶ = 19.735 eV and Q/r* = 14.413 eV, this is 10.085 + 10.783 = 20.868 eV. In terms of the original contributions, the barrier top is

26.190 − 19.735 + 14.413 = 20.868 eV.

It is a difference between large terms, which matters for its sensitivity.

**How the barrier scales**

When a parameter changes, r* moves too, but this movement does not affect U* to first order, since U′(r*) = 0. Only the explicit dependence remains:

∂U*/∂ln A = A e^(−x*) = 26.2 eV,
∂U*/∂ln C = −C/r*⁶ = −19.7 eV,
∂U*/∂ln Q = Q/r* = 14.4 eV.

In these three b is held fixed. Varying b itself gives

∂U*/∂ln b = −x*A e^(−x*) = −3.971 × 26.190 = −104.0 eV,

the strongest dependence of all: a one per cent increase in b lowers the barrier by about 1.0 eV. By comparison, a one per cent increase in C lowers the barrier by about 0.20 eV, and the same relative increase in A raises it by 0.26 eV. The charge enters squared, so a one per cent increase in |q| raises the barrier by about 0.29 eV.

For the position, differentiate g(r*) = 6C with respect to ln C:

∂r*/∂ln C = 6C/g′(r*) = 1050/2386 = 0.44 Å.

Ten per cent more dispersion moves the barrier outward by roughly 0.04 Å. In relative terms the exponent is ∂ln r*/∂ln C = 0.44/1.439 = 0.31. It equals 1/(d ln g/d ln r), and d ln g/d ln r is an average of 7 − x* = 3.03 and 5, weighted by the two terms of g. Since x* exceeds 2, 7 − x* is less than 5 and so is the average. The exponent is therefore larger than the 1/5 of the Coulomb limit below, and larger still than the 1/7 of the small-L limit above. Differentiating the same condition with respect to the other parameters gives relative exponents of −0.27 for A, −0.04 for Q and +0.80 for b.

A second limit shows what the charges could do alone. If the exponential force is negligible at the barrier, g = 6C reduces to Qr⁵ = 6C, so

r* ≈ (6C/Q)^(1/5),  U* ≈ (5/6)Q/r* = (5/6)Q^(6/5)/(6C)^(1/5).

The factor 5/6 arises because C/r*⁶ = Q/(6r*) in this limit. It is reached for large Q, where r* becomes small and Q/r² exceeds the bounded force A b e^(−br). The oxygen pair is not in this regime: the formula gives 2.19 Å and 7.9 eV, and at that distance the exponential force is about twice the Coulomb force. Since the omitted exponential energy is positive everywhere, 7.9 eV is still a lower bound on the height, but a weak one.

**What the height means**

The value 20.9 eV is measured from infinite separation. Ions in a dense material do not start there. Taking 2.6 Å as a round reference separation, U = 8.47 eV, so the remaining climb is

ΔU = 20.87 − 8.47 = 12.40 eV.

At 3000 K, kT = 0.2585 eV, and ΔU/kT = 48. The corresponding Boltzmann factor is e^(−48), about 10⁻²¹. For this isolated pair, thermal crossing is negligible on that measure.

The barrier offers no protection to a pair that is placed inside it. For r < r*, U′ is positive and the force points inward. Two ions released at rest at 1.3 Å collapse, although their energy there is still positive; U changes sign only at 1.15 Å. A starting structure with overlapping ions can therefore fail at any temperature.

The 12.4 eV is not an activation energy of silica. The neighbouring ions exert forces of their own, which may lower or raise the path for a given pair, and a rate would also require the dynamics. Nor does the estimate cover unlike ions. For them Q is negative, g tends to −∞ at large r, and a barrier exists only if the maximum of g exceeds 6C. The silicon-oxygen pair of the same model (A = 18003.76 eV, b = 4.873 Å⁻¹, C = 133.54 eV Å⁶, charges +2.4 and −1.2) only just meets this condition: the maximum of g is 823 eV Å⁶ against 6C = 801 eV Å⁶. As an isolated pair it has its barrier at 1.19 Å, only 0.46 eV above its well at 1.37 Å, less than 2kT at 3000 K. The large oxygen-oxygen barrier therefore says nothing about the safety of the silica model as a whole.

**Damping the inverse-sixth term**

The form −C/r⁶ belongs to well-separated electron clouds. Tang-Toennies damping reduces it at overlap by replacing C/r⁶ with C f₆(βr)/r⁶, where

f₆(y) = 1 − e^(−y) Σₖ₌₀⁶ yᵏ/k!.

Differentiate this expression. The derivative of e^(−y) gives the full sum with a plus sign, and the derivative of the sum removes its terms up to k = 5. Only the last term survives:

f₆′(y) = y⁶e^(−y)/6!.

Since f₆(0) = 0, integration for small y gives f₆ ≈ y⁷/(7 × 6!) = y⁷/7!. The damped attraction is then

−C f₆(βr)/r⁶ ≈ −Cβ⁷r/7! → 0.

The divergence has gone for every finite β. For like ions the remaining Q/r drives the energy to +∞ at contact. For unlike ions, −|Q|/r would still diverge downward at contact: damping the dispersion does not remove the attraction of point charges. With strong enough damping, however, that divergence lies behind a barrier of the order of A, at a separation far below any bond length.

**When the barrier disappears as well**

Removing the divergence does not by itself make the energy fall steadily with distance. That depends on the force. Let P be the slope of the damped dispersion energy, positive when it pulls the ions together. By the product rule,

P = C[6f₆(βr)/r⁷ − β⁷e^(−βr)/6!].

The total slope is U′ = P − A b e^(−br) − Q/r². No stationary point exists if the repulsion exceeds P everywhere.

A simple criterion uses the Coulomb force alone. With y = βr,

P = Cβ⁵m(y)/r²,  m(y) = 6f₆(y)/y⁵ − y²e^(−y)/6!.

For small y, m ≈ y²(6/7! − 1/6!) = −y²/7!, so the damped term is slightly repulsive there. For large y, m ≈ 6/y⁵. Between these limits m has a maximum M = 2.416 × 10⁻⁴, found numerically at y = 4.06. Hence U decreases everywhere if

Cβ⁵M < Q.

The choice β = b gives 175 × 2.76⁵ × 2.416 × 10⁻⁴ = 6.77 eV Å, about one third of Q. The barrier is removed, even without help from the exponential repulsion. Solving the criterion for β gives

β < [Q/(CM)]^(1/5) = 3.45 Å⁻¹.

This bound is sufficient, not necessary. It scales only as the fifth root of Q/C.

Including the exponential repulsion permits larger β, that is, weaker damping. To see that there is one threshold, hold r fixed and differentiate P with respect to y:

∂P/∂y = C y⁶e^(−y)(y − 1)/(6! r⁷).

P starts at zero, first becomes negative, and rises once y > 1. If it exceeds the fixed repulsion at some β, it does so for every larger β. As β → ∞ the undamped force returns, which does exceed the repulsion inside r*. There is therefore one critical value, found numerically to be

β_c = 5.86 Å⁻¹.

At this value the total force just touches zero near 0.66 Å. Above it a barrier returns, now with a finite well behind it instead of a bottomless one. Finite does not mean harmless: the well bottom is at +42 eV for β = 5.9 Å⁻¹, but at −276 eV for β = 6.5 Å⁻¹ and about −2800 eV for β = 8 Å⁻¹. Damping thus removes the divergence unconditionally for like ions, but removes the barrier only for β < β_c.

**The size of the change and its price**

The energies in eV show the effect:

r = 1.00 Å: undamped −66.4; β = b, 104.6; β = 5 Å⁻¹, 67.0.
r = r* = 1.439 Å: undamped 20.9; β = b, 38.5; β = 5 Å⁻¹, 29.2.
r = 2.60 Å: undamped 8.47; β = b, 8.71; β = 5 Å⁻¹, 8.49.

Both damped curves fall steadily with r, as a numerical test on a grid from 0.05 to 8 Å confirms.

The last line shows the price. At 2.6 Å the undamped dispersion energy is −0.566 eV. With β = b, f₆ = 0.576, so 42% of it is lost and the pair energy rises by 0.24 eV. That is close to kT at 3000 K and acts at an ordinary working distance, so the other parameters should be refitted. With β = 5 Å⁻¹, f₆ = 0.974 and the shift is 0.015 eV. This choice still lies below β_c and disturbs the original model far less, but its margin against a returning barrier is smaller. A change in A, b, C or the charges requires β_c to be evaluated again. The numerical output below gives the values to further digits.

Computed values

```
A = 1388.773 eV, b = 2.76 1/A, C = 175.0 eV A^6, q = -1.2 e
e^2/(4 pi eps0) = 14.3996 eV A;  Q = 20.7355 eV A
Short-range part alone (no Coulomb term)
  L = 334.20;  largest L with a barrier = 750.97
  barrier: x0 = 4.1500, r0 = 1.5036 A, energy = 6.750 eV
  well: x = 10.927, r = 3.959 A, energy = -0.0205 eV
Full pair energy
  max of x^2(x-7)exp(-x) = 0.02226 at x = 8.3166
  Q that ensures a single barrier = 2.240 eV A
  hand estimate: r1 = 1.4404 A, U(r1) = 20.868 eV
  lower bound on height U(r0) = 20.541 eV
  barrier position = 1.4387 A, b*r = 3.9708
  barrier height from infinity = 20.868 eV
  terms there: exponential 26.190 eV, dispersion -19.735 eV, Coulomb 14.413 eV
  inner zero of U at r = 1.1479 A
  U at 2.6 A = 8.471 eV; rise to barrier = 12.398 eV
  kT at 3000 K = 0.2585 eV; rise/kT = 48.0
Tang-Toennies damping
  M = 2.4157e-04 at y = 4.062
  C b^5 M = 6.771 eV A (compare Q)
  sufficient bound on beta = 3.452 1/A
  critical beta = 5.860 1/A, force vanishes near r = 0.66 A
  energies in eV: r (A), undamped, beta = 2.76 1/A, beta = 5.00 1/A
    0.5000  -10809.144  384.446  231.959
    1.0000  -66.367  104.640  67.015
    1.4387  20.868  38.479  29.183
    2.0000  13.197  15.064  13.552
    2.6000  8.471  8.711  8.485
  undamped dispersion at 2.6 A = -0.5665 eV
  beta = 2.76 1/A: f6 at 2.6 A = 0.5762, energy shift = 0.2401 eV
  beta = 5.00 1/A: f6 at 2.6 A = 0.9741, energy shift = 0.0147 eV
```
